\section*{Why smooth invariant machine-learned potentials miss the Jahn-Teller cusp}

\section{The missing force}

\noindent\textbf{Q.} I screen manganese(III) tris-$\beta$-diketonates as vapour precursors for oxide films. When I start my machine-learned potential from a regular octahedron of oxygen atoms, it gives no force towards the elongated shape. Is the training set too small?

\noindent\textbf{A.} No training set would change that zero. It follows from three properties of the potential $V$: it depends on the nuclear positions alone, it is unchanged by rotation and by exchange of like atoms, and it is differentiable at the symmetric geometry.

Let the metal have three trans axes $x,y,z$, and let both bonds on an axis stretch by the same amount $\delta_x$, $\delta_y$ or $\delta_z$. The $e$ distortions are the stretches with $\delta_x+\delta_y+\delta_z=0$. In an octahedron, rotations carry any bond into any other, and the rotated complex differs from the original only by an exchange of like atoms. The six derivatives $\partial V/\partial r_i$ therefore have one common value $g$. To first order,
\begin{equation}
dV=\sum_{i=1}^{6}\frac{\partial V}{\partial r_i}\,\delta r_i
=2g(\delta_x+\delta_y+\delta_z)=0 .
\end{equation}
The common value $g$ itself need not vanish. The potential may pull all six bonds inwards, but it cannot prefer one axis.

\noindent\textbf{Q.} My complexes are not octahedra. Three chelate rings twist them. Does the argument survive?

\noindent\textbf{A.} Yes, provided the threefold axis remains. Define normalized coordinates
\begin{equation}
Q_\theta=\frac{2\delta_z-\delta_x-\delta_y}{\sqrt3},\qquad
Q_\epsilon=\delta_x-\delta_y .
\end{equation}
For a pure $e$ distortion the inverse relations are
\begin{equation}
\delta_z=\frac{Q_\theta}{\sqrt3},\qquad
\delta_{x}=-\frac{Q_\theta}{2\sqrt3}+\frac{Q_\epsilon}{2},\qquad
\delta_{y}=-\frac{Q_\theta}{2\sqrt3}-\frac{Q_\epsilon}{2}.
\label{eq:inverse}
\end{equation}
A threefold rotation moves the stretches cyclically: $\delta_x'=\delta_z$, $\delta_y'=\delta_x$, $\delta_z'=\delta_y$. Since $\delta_z+\delta_x=-\delta_y$,
\begin{align}
Q_\theta'&=\frac{2\delta_y-\delta_z-\delta_x}{\sqrt3}=\sqrt3\,\delta_y
=-\tfrac12Q_\theta-\tfrac{\sqrt3}{2}Q_\epsilon,\\
Q_\epsilon'&=\delta_z-\delta_x=\tfrac{\sqrt3}{2}Q_\theta-\tfrac12Q_\epsilon .
\end{align}
This is a turn $R$ of the vector $\mathbf q=(Q_\theta,Q_\epsilon)$ by $120^\circ$. Differentiability means $V(\mathbf q)=V(0)+\mathbf g\cdot\mathbf q+o(|\mathbf q|)$. Invariance, $V(R\mathbf q)=V(\mathbf q)$, then requires $\mathbf g\cdot R\mathbf q=\mathbf g\cdot\mathbf q$ for every $\mathbf q$, or
\begin{equation}
(1-R^{T})\mathbf g=0,\qquad
\det(1-R^{T})=\left(\tfrac32\right)^2+\left(\tfrac{\sqrt3}{2}\right)^2=3 .
\end{equation}
The determinant is not zero, so $\mathbf g=0$. No nonzero vector in a plane survives a turn by $120^\circ$.

I tested this on an untrained neural potential with random weights and atom-centred descriptors. At the octahedron its slope along the totally symmetric stretch was $-10.9$ eV/nm, while the larger $e$ slope was $10^{-8}$ eV/nm, which is numerical noise. A twisted tris-chelate with backbone atoms gave $-9.2$ and $7\times10^{-9}$ eV/nm. After a predistortion $Q_\theta=0.01$ nm the $e$ slopes were $1.2$ and $1.7$ eV/nm. The zero thus belongs to the symmetric geometry and not to the descriptors.

\section{The true surface}

\noindent\textbf{Q.} The true energy is also invariant under rotation and exchange. Why is its slope not zero?

\noindent\textbf{A.} Because it lacks the third property. High-spin manganese(III) has three electrons in a half-filled $t_{2g}$ shell and one electron in two $e$ orbitals. A simple ligand-field model shows what that last electron does.

Let $e_\sigma(r)$ be the energy by which a ligand at distance $r$ raises an orbital pointing straight at it. The orbital amplitudes towards ligands on the axes are
\begin{equation}
(f_\theta,f_\epsilon)=(1,0)_z,\quad
\left(-\tfrac12,\tfrac{\sqrt3}{2}\right)_x,\quad
\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right)_y ,
\end{equation}
and the orbital matrix is $H_{ab}=\sum_i e_\sigma(r_i)f_af_b$. For small stretches $e_\sigma(r_0+\delta)\simeq e_\sigma-s\delta$, with $s=|de_\sigma/dr|$, because the repulsion falls with distance. There are two ligands per axis, and $\delta_x+\delta_y=-\delta_z$, so
\begin{align}
H_{\theta\theta}&=3e_\sigma-2s\left[\delta_z+\tfrac14(\delta_x+\delta_y)\right]
=3e_\sigma-\tfrac32s\,\delta_z,\\
H_{\epsilon\epsilon}&=3e_\sigma-2s\cdot\tfrac34(\delta_x+\delta_y)
=3e_\sigma+\tfrac32s\,\delta_z,\\
H_{\theta\epsilon}&=-2s\left(-\tfrac{\sqrt3}{4}\right)(\delta_x-\delta_y)
=\tfrac{\sqrt3}{2}s\,Q_\epsilon .
\end{align}
With $\delta_z=Q_\theta/\sqrt3$ this becomes
\begin{equation}
H=3e_\sigma+F\begin{pmatrix}-Q_\theta&Q_\epsilon\\ Q_\epsilon&Q_\theta\end{pmatrix},
\qquad F=\frac{\sqrt3}{2}\left|\frac{de_\sigma}{dr}\right| .
\end{equation}
The square of the traceless matrix is $(Q_\theta^2+Q_\epsilon^2)$ times the unit matrix, so the levels are $3e_\sigma\pm F\rho$, where $\rho=|\mathbf q|$. All other contributions to the energy are taken as smooth and invariant. By the previous argument they have no linear $e$ term, and their leading term is $K\rho^2/2$. Measured from the symmetric geometry, the two sheets are
\begin{equation}
E_\pm(\rho)=\tfrac12K\rho^2\pm F\rho .
\label{eq:sheets}
\end{equation}

Every matrix element is smooth. The cusp appears when the lower root is selected, because $\rho=\sqrt{Q_\theta^2+Q_\epsilon^2}$ has no derivative at its zero. Along a line through the centre, $E_-=KQ^2/2-F|Q|$, with slope $-F$ on the right and $+F$ on the left. This respects the symmetry, but it is not the slope of any differentiable function.

\noindent\textbf{Q.} An electronic-structure calculation at the regular octahedron does report a force. Which one?

\noindent\textbf{A.} If it puts the last electron in one real orbital, it reports the force of the orbital it happened to occupy. If it spreads the electron equally over both, the linear terms cancel and it reports no $e$ force. For the combination $(\cos a,\sin a)$ the linear energy is
\begin{equation}
F(-Q_\theta\cos2a+Q_\epsilon\sin2a),
\end{equation}
whose gradient has length $F$ and a direction set by $a$. At the degeneracy every $a$ is a ground state. Nuclear positions do not contain $a$, so a potential built on positions alone has no basis for choosing that direction.

\section{What smoothness costs}

\noindent\textbf{Q.} A flexible fit can follow a sharp corner closely. How much do I lose?

\noindent\textbf{A.} In energy, as little as you are willing to pay for in curvature. Suppose the model is smooth and its second derivative along a ray is never below $-L$. Its slope at the centre is zero, so integrating twice gives
\begin{equation}
V'(\rho)\ge-L\rho,\qquad V(\rho)-V(0)\ge-\tfrac12L\rho^2 .
\end{equation}
Let $\Delta=V-E_-$ be the error. Subtracting $E_-(\rho)-E_-(0)=K\rho^2/2-F\rho$ yields
\begin{equation}
\Delta(\rho)-\Delta(0)\ge F\rho-\tfrac12(K+L)\rho^2 .
\end{equation}
For $K+L>0$ the right side is largest at $w=F/(K+L)$, where it equals $F^2/[2(K+L)]$. A difference of two errors is at most twice the largest one, so
\begin{equation}
\max|\Delta|\ge\frac{F^2}{4(K+L)},
\label{eq:bound}
\end{equation}
provided $w$ lies inside the region where accuracy is wanted.

The bound can be reached. Call its right side $B$. Take $V=-B-L\rho^2/2$ for $\rho\le w$ and $V=E_-+B$ beyond. At $w$ the inner error is $-B+2B=B$, so the values join. The slopes $-Lw$ and $Kw-F$ agree because $F=(K+L)w$. The error rises steadily from $-B$ to $B$ and then stays there.

The slope error has no such remedy. If the gradient of $V$ is continuous, then
\begin{equation}
\Delta'(\rho)=V'(\rho)+F-K\rho\;\longrightarrow\;F\qquad(\rho\to0).
\end{equation}
Greater flexibility narrows the region of wrong force but does not lower its peak.

\noindent\textbf{Q.} Please put numbers to it for my precursor.

\noindent\textbf{A.} I take rough values, $F=20$ eV/nm (2 eV/\AA) and $K=1000$ eV/nm$^2$. The ligand model with $e_\sigma=0.9$ eV, $r_0=0.20$ nm and $e_\sigma\propto r^{-5}$ supports the size of $F$: the derivative is $5\times0.9/0.20=22.5$ eV/nm, and $F=0.866\times22.5=19.5$ eV/nm.

Setting $E_-'=K\rho-F=0$ gives
\begin{equation}
\rho_0=\frac FK=0.020\ \mathrm{nm},\qquad
E_{\rm JT}=\frac{F^2}{2K}=\frac{400}{2000}=0.20\ \mathrm{eV}.
\end{equation}
At $Q_\theta=\rho_0$, Eq.~(\ref{eq:inverse}) lengthens two bonds by 0.0115 nm and shortens four by 0.0058 nm. The sheets are $2F\rho_0=0.80$ eV apart.

A smooth model with $L=1000$ eV/nm$^2$ has $w=20/2000=0.010$ nm and must err by at least $400/(4\times2000)=0.050$ eV somewhere. With $L=3000$ eV/nm$^2$ the figures are 0.005 nm and 0.025 eV. A linear program that searched all radial models on a grid, without using Eq.~(\ref{eq:bound}), found the same minima, 50.0 and 25.0 meV.

I also fitted invariant Gaussian kernels to the lower sheet. The training points were held fixed while the kernels were narrowed and their number raised. Along a ray out to 0.02 nm the results were:

\begin{center}
\begin{tabular}{cccc}
width & $L$ & max.\ error & bound\\
(nm) & (eV/nm$^2$) & (meV) & (meV)\\
0.0100 & 4500 & 28.1 & 18.2\\
0.0050 & 10500 & 12.7 & 8.7\\
0.0025 & 22500 & 5.5 & 4.3
\end{tabular}
\end{center}

The energy error falls while the curvature grows. The largest slope errors were 19.7, 19.4 and 18.8 eV/nm. Their slight decline comes from the measurement: slopes were taken over intervals of $10^{-4}$ nm, so the first one refers to $\rho=5\times10^{-5}$ nm. There the expected error is $F-(K+L)\rho$, which for the narrowest kernel is $20-23500\times5\times10^{-5}=18.8$ eV/nm. At the centre itself the limit is 20 eV/nm.

\noindent\textbf{Q.} Does this matter for screening, if the molecule sits in the trough?

\noindent\textbf{A.} It depends on what you ask. For classical nuclei the weight of a region is the integral of $\rho\,e^{-E/k_BT}$, the factor $\rho$ being the area element of the $e$ plane. At 450 K, $k_BT=39$ meV, and the fraction of time spent on the lower sheet at $\rho<0.005$ nm is $1.2\times10^{-3}$. Quantum motion of the nuclei, with the mode mass used in the last section, raises it to about $2\times10^{-3}$. Equilibrium averages dominated by the trough therefore give the cusp little weight.

Two common operations do meet it. A relaxation started at the regular geometry feels no $e$ force, and a gradient method keeps the symmetry, so the complex can be reported as undistorted. A small displacement towards an elongated shape cures this if the trough was learned. One exactly towards compression may not: the symmetry it keeps can hold the relaxation at a compressed saddle point. A vibrational analysis at the regular geometry returns a degenerate pair of unstable modes, but their curvature reflects the fit: in the table it changes fivefold with kernel width. The true sheet has no finite second derivative there to which it could converge.

\section{Ways around the zero}

\noindent\textbf{Q.} Could I use an activation function with a kink?

\noindent\textbf{A.} That removes the premise, but it rarely puts the kink where you need it. The function $\sum_i|r_i-r_0|$ is invariant, and along $Q_\theta$ its slopes are $\pm(4\times1+2\times2)/\sqrt{12}=\pm2.31$. However, it has this kink at the one bond length $r_0$. The Jahn-Teller degeneracy is present at every regular octahedron, whatever its bond length, and at any other length this function is smooth near the centre.

Extra inputs also remove the premise. A label for the occupied orbital tells the model which way to go. So does an environment that is already distorted, such as a crystal site without the threefold axis.

\noindent\textbf{Q.} Is there a cure that keeps positions as the sole input?

\noindent\textbf{A.} Learn the smooth matrix and take its lower root at the end. Write $z=Q_\theta+iQ_\epsilon$ and
\begin{equation}
V=S-|W|,\qquad W=b_1z+b_2z^{*2}+b_3|z|^2z .
\end{equation}
These are the eigenvalue and coupling of the matrix $S+\begin{pmatrix}\mathrm{Re}\,W&\mathrm{Im}\,W\\ \mathrm{Im}\,W&-\mathrm{Re}\,W\end{pmatrix}$. Under the threefold turn $z\to e^{i\alpha}z$ with $3\alpha=2\pi$, the second term gains $e^{-2i\alpha}=e^{i\alpha}$, as the other two do. Hence $|W|$ is invariant. Exchange of the $x$ and $y$ axes sends $z$ to $z^*$, and real coefficients then send $W$ to $W^*$, which again leaves $|W|$ unchanged. Near the centre $|W|\simeq|b_1|\rho$, which supplies the cusp.

The smooth part $S$ contains invariants. A monomial $z^mz^{*n}$ survives the turn if $m-n$ is a multiple of three, so the lowest ones after the constant are $\rho^2$ and $\rho^3\cos3\phi$, where $\phi$ is the angle of $z$. I used these two, $\rho^4$ and a constant, which with $b_1,b_2,b_3$ makes seven parameters.

The training energies came from the lower sheet of the power-law ligand model plus $K\rho^2/2$, up to $\rho=0.03$ nm. A single smooth sheet with seven invariant terms up to sixth order had a largest error of 47 meV at the training points. The two-sheet form had 0.24 meV. Its learned cusp slope was 19.46 eV/nm, against 19.49 eV/nm from the ligand model.

One caution applies outside the training range. If $b_3$ is negligible, $W$ also vanishes at $\rho=|b_1/b_2|$ in three directions, and each zero is another cusp. Check with electronic-structure data whether such a degeneracy is real.

\section{Beside the real complex}

\noindent\textbf{Q.} How far is a real manganese precursor from your linear, static model?

\noindent\textbf{A.} The parameters give long and short bonds differing by 0.017 nm and a sheet gap of 0.8 eV. These are illustrative values, not fitted to a particular complex; 450 K is a rough vaporization temperature. The real trough is not circular. With quadratic coupling $G$, $|W|=|Fz+Gz^{*2}|$, and along $\phi=0$ the lower sheet is $(K-2G)\rho^2/2-F\rho$; along the opposite direction $G$ changes sign. The sign of $G$ helps decide which shape wins. The ligand repulsion used above gives about $-84$ eV/nm$^2$ and favours compression, still by about 15 meV when the bond anharmonicity estimated below is added, whereas high-spin manganese(III) complexes are usually found elongated. I therefore assume $G=30$ eV/nm$^2$, an illustrative value and not a derived one. The barrier it puts around the trough is
\begin{equation}
\frac{F^2}{2}\left(\frac1{K-2G}-\frac1{K+2G}\right)
=200\left(\frac1{940}-\frac1{1060}\right)=0.024\ \mathrm{eV}.
\end{equation}
The slope at the centre remains $-F$, and the smallest error for $L=3000$ eV/nm$^2$ along $\phi=0$ moves from 0.0250 eV to $400/(4\times3940)=0.0254$ eV. Bond anharmonicity, estimated with a Morse range parameter of 20 nm$^{-1}$ at the unrelaxed trough radius and a fixed mean bond length, lowers the elongated shape by 19 meV and raises the compressed one by 28 meV. These are 9\% and 14\% of $E_{\rm JT}$, and together with the quadratic term they raise the barrier to about 0.07 eV. They affect the trough far more than the cusp, since their leading term is cubic in $Q$.

\noindent\textbf{Q.} And is the tip itself real, once spin and nuclear motion are included?

\noindent\textbf{A.} The cusp belongs to the surface for fixed nuclei without spin-orbit coupling. At the regular octahedron spin-orbit coupling acts on the $e$ pair only in second order, with the scale $\zeta^2/D$, where $\zeta$ is the spin-orbit constant and $D$ the distance to the states mixed in. With rough values it is $0.04^2/2.0=0.8$ meV. This equals $F\rho$ at $\rho=4\times10^{-5}$ nm, and within about that radius the linear form cannot be trusted. A smooth model would need $L\simeq F/\rho=5\times10^5$ eV/nm$^2$ to resolve so small a region, over twenty times the largest value in the table. A tris-chelate has only the threefold axis, which allows an orbital moment within the pair and hence a first-order splitting. In the $\sigma$-only ligand model, counting quintet states only, a change of $2^\circ$ in the polar angle of the donors gives $\langle L_z\rangle\approx0.1$ and spreads the levels over about 4 meV. The rounded region then grows to about $10^{-4}$ nm, and the curvature needed falls to about $2\times10^5$ eV/nm$^2$, still some nine times the largest value in the table.

Nuclear motion is a larger matter. With a rough mode mass of 16 u, $\hbar\sqrt{K/m}=51$ meV, and the zero-point spread of the undistorted oscillator is 0.005 nm, a quarter of $\rho_0$. Diagonalizing the linear vibronic problem with both sheets puts the lowest level 27 meV above the trough and the next one 7.6 meV higher. Adding the quadratic coupling $G=30$ eV/nm$^2$ lowers this first spacing to 2.8 meV: the barrier hinders the free circulation of the linear model, but the complex still tunnels between the three elongated shapes. Adding the Morse anharmonicity as well, at fixed mean bond length, reduces the spacing to about 0.3 meV, so the tunnelling rate depends strongly on the barrier. At 450 K the classical population of the upper sheet is $6\times10^{-5}$. Because the mode quantum exceeds $k_BT$, the classical figure is too low; the thermal weight of the quantum levels of the linear model, projected on the upper sheet, is about $4.6\times10^{-4}$, still small enough to neglect in most equilibrium averages. Dynamics that passes near the centre needs both sheets, and a single smooth potential supplies neither the second sheet nor, close to the centre, the correct force on the first.

\section*{Numbers as computed}
\begin{verbatim}
Linear coupling F = 20.0 eV/nm = 2.00 eV/angstrom
Stiffness K = 1000 eV/nm^2; temperature = 450 K
Trough radius = 0.0200 nm; E_JT = 0.2000 eV
Long bond change = 0.01155 nm
Short bond change = -0.00577 nm
Sheet gap at trough = 0.8000 eV
det(1 - 120-degree turn) = 3.0000
Random neural potential, slopes in eV/nm:
 octahedron: symmetric -10.9403, largest e 1.0e-08
  e slope after 0.01 nm predistortion 1.1950
 tris-chelate: symmetric -9.2385, largest e 6.9e-09
  e slope after 0.01 nm predistortion 1.6743
Sum|r-r0| slopes: right 2.3094, left -2.3094 (no unit)
Ligand model: e_sigma = 0.90 eV, power 5, r0 = 0.20 nm
Ligand model F = 19.486 eV/nm
Least possible error of a smooth radial model:
 L = 1000 eV/nm^2, w = 0.0100 nm
  linear program 50.000 meV, formula 50.000 meV
 L = 3000 eV/nm^2, w = 0.0050 nm
  linear program 25.000 meV, formula 25.000 meV
Invariant kernel fits (ray to 0.02 nm):
 width 0.0100 nm: L = 4493 eV/nm^2
  max error 28.06 meV, bound 18.20 meV
  max slope error 19.73 eV/nm
 width 0.0050 nm: L = 10511 eV/nm^2
  max error 12.70 meV, bound 8.69 meV
  max slope error 19.42 eV/nm
 width 0.0025 nm: L = 22463 eV/nm^2
  max error 5.51 meV, bound 4.26 meV
  max slope error 18.82 eV/nm
Seven-parameter fits of ligand-field surface:
 one smooth sheet, max error 46.64 meV
 lower root of matrix, max error 0.244 meV
 learned cusp slope magnitude 19.457 eV/nm
Neglected effects (rough inputs):
 quadratic coupling 30 eV/nm^2: barrier 24.09 meV
 Morse range parameter 20 /nm:
  shift elongated -18.78 meV
  shift compressed 28.18 meV
 spin-orbit: zeta 0.04 eV, splitting 2.0 eV
  scale 0.80 meV, radius 4.0e-05 nm
 mode mass 16 u: quantum 51.11 meV
  zero-point rms displacement 0.00506 nm
  vibronic ground level above trough 26.61 meV
  first vibronic spacing 7.64 meV
  rigid-rotor estimate 6.53 meV
 thermal energy 38.78 meV
  probability lower sheet, rho < 0.0050 nm: 1.23e-03
  probability upper sheet: 5.52e-05
\end{verbatim}
